# Corner growth with exponential waiting times: limit shape and simulated clusters

## Problem

Square cells \((i,j)\), \(i,j\ge1\), fill a quadrant bounded by two walls. A cell becomes available when its left and lower neighbours are both filled; walls count as filled. It then waits a time \(w(i,j)\) and fills permanently. The waits are independent exponential variables of rate 1. Lengths are measured in cells and times in mean waits.

1. Show that the cluster has the macroscopic boundary \(\sqrt x+\sqrt y=\sqrt t\), and state in what sense.
2. Find the diagonal depth and the area, and compare with fixed unit waits.
3. Compare the law with simulated clusters.
4. Apply it to step-flow etching of one silicon layer from a corner, with "filled" read as "removed". Take a cell of 0.4 nm, a removal rate of 10 s\(^{-1}\) per available cell, 40 s and 300 K. Estimate the main neglected effects.

## Solution

### The filling time as a largest path sum

Let \(G(i,j)\) be the filling time of a cell, with \(G=0\) on the walls. The growth rule says
\[
G(i,j)=\max[G(i-1,j),G(i,j-1)]+w(i,j).
\]
Repeated use of this recursion shows that \(G(m,n)\) is the largest sum of waits along a path from \((1,1)\) to \((m,n)\) made of unit steps right or up. Hence \(G\) increases in both coordinates.

The claim to be proved is that, for fixed \(x,y>0\), with probability one,
\[
\frac{G(\lfloor Nx\rfloor,\lfloor Ny\rfloor)}{N}\to h(x,y)=(\sqrt x+\sqrt y)^2
\qquad(N\to\infty).
\]
The boundary is the level curve \(h=t\). It is a scaling limit; a finite cluster has a rough edge and a systematic deviation.

### A stationary comparison model

Add a row \(j=0\) and a column \(i=0\). For \(0<\rho<1\), let \(w(i,0)\) be exponential with rate \(1-\rho\), \(w(0,j)\) exponential with rate \(\rho\), and \(w(0,0)=0\), all independent of each other and of the old waits. Let \(G^\rho(m,n)\) be the largest path sum from \((0,0)\). Every path from \((1,1)\) can be extended back through \((1,0)\) to \((0,0)\), so \(G\le G^\rho\).

Consider one cell. Let \(I\) be the increase of \(G^\rho\) along its lower side and \(J\) the increase along its left side, both starting from \((i-1,j-1)\). Relative to that starting value, the new cell has time \(\max(I,J)+w\). The increases along its upper and right sides are therefore
\[
I'=\max(I,J)+w-J=w+(I-J)^+,\qquad
J'=\max(I,J)+w-I=w+(J-I)^+,
\]
where \(a^+=\max(a,0)\). Define also \(X=\min(I,J)\).

The map \((I,J,w)\to(I',J',X)\) is its own inverse, because \(I'-J'=I-J\) and
\[
w=\min(I',J'),\quad I=X+(I'-J')^+,\quad J=X+(J'-I')^+.
\]
It is linear on each of the regions \(I>J\) and \(I<J\), and maps each region to itself. Its square is the identity, so its determinant has modulus 1.

Suppose \(I,J,w\) are independent with rates \(1-\rho,\rho,1\). Their joint density is \(\rho(1-\rho)e^{-(1-\rho)I-\rho J-w}\). Since \(I=X+(I-J)^+\) and \(J=X+(J-I)^+\),
\[
\begin{aligned}
(1-\rho)I'+\rho J'+X
&=w+(1-\rho)(I-J)^++\rho(J-I)^++X\\
&=w+(1-\rho)I+\rho J .
\end{aligned}
\]
The density is unchanged, so \(I',J',X\) are again independent with the same three rates.

Now start with the path down the left axis and along the bottom axis. Its increments are independent by construction. Passing over one cell replaces \(J,I\) by \(I',J'\), using a wait that has not been used before, so independence and the rates survive. After all cells of the rectangle have been passed, the path runs along its top and down its right side. The vertical increments \(J(m,1),\dots,J(m,n)\) are thus independent with rate \(\rho\), and
\[
G^\rho(m,n)=\sum_{i=1}^m w(i,0)+\sum_{j=1}^nJ(m,j),\qquad
\mathbb E\,G^\rho(m,n)=\frac m{1-\rho}+\frac n\rho. \tag{1}
\]
The two sums may depend on each other; this does not affect the mean.

### Upper bound

The mean in (1) is convex in \(\rho\). Its derivative vanishes when \(m/(1-\rho)^2=n/\rho^2\), that is, at \(\rho=\sqrt n/(\sqrt m+\sqrt n)\). Substitution gives
\[
\mathbb E\,G(m,n)\le \sqrt m(\sqrt m+\sqrt n)+\sqrt n(\sqrt m+\sqrt n)=(\sqrt m+\sqrt n)^2 .
\]
This holds at every size. For the cell \((2,2)\), the mean is \(1+\tfrac32+1=3.5\), since the larger of two unit exponentials has mean \(\int_0^\infty[1-(1-e^{-s})^2]ds=2-\tfrac12\). The bound there is 8, so it is far from sharp for small cells.

A bound on fluctuations is also needed. Let \(S_k\) be a sum of \(k\) independent exponentials of rate \(\lambda\), and let \(0<\varepsilon<1\). Markov's inequality for \(e^{\theta\lambda S_k}\), with \(\theta=\varepsilon/(1+\varepsilon)\), gives
\[
P[\lambda S_k\ge k(1+\varepsilon)]\le e^{-\theta k(1+\varepsilon)}(1-\theta)^{-k}
=e^{-k[\varepsilon-\ln(1+\varepsilon)]}.
\]
The same inequality for \(e^{-\theta\lambda S_k}\), with \(\theta=\varepsilon/(1-\varepsilon)\), gives
\[
P[\lambda S_k\le k(1-\varepsilon)]\le e^{\theta k(1-\varepsilon)}(1+\theta)^{-k}
=e^{-k[-\varepsilon-\ln(1-\varepsilon)]}.
\]
Both square brackets are positive. When \(k\) is proportional to \(N\), these probabilities are exponentially small in \(N\).

Set \(m=\lfloor Nx\rfloor\), \(n=\lfloor Ny\rfloor\) and, from here on,
\[
\rho=\frac{\sqrt y}{\sqrt x+\sqrt y}.
\]
Applying the first tail bound to each sum in (1) shows that \(G\le G^\rho\le N(h+\varepsilon)\), except with exponentially small probability. These probabilities have a finite sum over \(N\). By the Borel–Cantelli lemma, with probability one the inequality fails for at most finitely many \(N\).

### Lower bound

The best path for \(G^\rho\) follows one axis for some distance and then enters the interior. If it leaves the horizontal axis at \((k,0)\), its sum is \(S_k+G_k\), where \(S_k=\sum_{i\le k}w(i,0)\) and \(G_k\) is the largest path sum from \((k,1)\) to \((m,n)\). The law of \(G_k\) is that of \(G(m-k+1,n)\).

For \(k\approx Ns\), the upper bound limits this sum to about \(N[s/(1-\rho)+h(x-s,y)]\). Compare that with \(Nh(x,y)\). Put \(a=\sqrt x\), \(b=\sqrt y\), \(u=\sqrt{x-s}\), so that \(s=a^2-u^2\) and \(1/(1-\rho)=1+b/a\). The loss is
\[
\begin{aligned}
D(s)&=(a+b)^2-(a^2-u^2)\left(1+\frac ba\right)-(u+b)^2\\
&=2b(a-u)-\frac ba(a-u)(a+u)
=\frac ba(a-u)^2 .
\end{aligned}
\]
It is positive for \(s>0\) and increases with \(s\). A long stay on the axis therefore cannot be optimal.

To treat all \(k\ge\delta N\) together, divide \([\delta,x]\) by finitely many points \(s_0=\delta<\dots<s_M=x\) with spacing at most \(\eta\). Since \(S_k\) increases and \(G_k\) decreases with \(k\), for \(Ns_r\le k\le Ns_{r+1}\)
\[
S_k+G_k\le S_{\lfloor Ns_{r+1}\rfloor}+G_{\lceil Ns_r\rceil}
\le N\left[h(x,y)-D(\delta)+\frac{\eta}{1-\rho}+\varepsilon\right],
\]
except with exponentially small probability. Choose \(\eta/(1-\rho)\) and \(\varepsilon\) at most \(D(\delta)/4\). The right side is then at most \(N[h-D(\delta)/2]\). The lower tail bound applied to (1) gives \(G^\rho\ge N(h-\varepsilon')\) for any fixed \(\varepsilon'>0\). Taking \(\varepsilon'<D(\delta)/2\) rules out these exits. Exchanging the axes rules out vertical exits beyond \(\delta N\) in the same way, with \(\varepsilon'\) chosen below half the smaller loss.

The remaining paths spend less than \(\delta N\) on an axis. There the boundary sum is at most \(2\delta N/(1-\rho)\) or \(2\delta N/\rho\), again up to exponentially small probability, and the interior part is at most \(G(m,n)\). Hence
\[
G(m,n)\ge N\left[h(x,y)-\varepsilon'-\frac{2\delta}{1-\rho}-\frac{2\delta}{\rho}\right].
\]
Borel–Cantelli, followed by \(\varepsilon',\delta\to0\), gives the lower limit and completes the point result.

### From points to the boundary

The limit holds simultaneously at all rational points. If \(h(x,y)<t\), choose a rational point above and to the right with \(h<t\). That cell is eventually filled by time \(Nt\), and monotonicity fills \((x,y)\) too. If \(h(x,y)>t\), a rational point below and to the left is still empty, and so is \((x,y)\). Thus the cluster at time \(Nt\), reduced in length by \(N\), tends to
\[
\sqrt x+\sqrt y\le\sqrt t .
\]
Along a wall, \(G(m,1)\) is a plain sum of \(m\) waits, so the tip is at \(x=t\), in agreement with the curve.

### Depth, area and the role of randomness

On the diagonal, \(2\sqrt x=\sqrt t\) gives \(x=y=t/4\). The area is
\[
\int_0^t(\sqrt t-\sqrt x)^2dx
=t^2-\frac43t^2+\frac12t^2=\frac{t^2}{6}.
\]
Each available cell fills at rate 1, so differentiating this law gives about \(t/3\) available cells at leading order.

With fixed unit waits, \(G(i,j)=i+j-1\). The boundary is then the straight line \(x+y=t\), with leading area \(t^2/2\). The mean wait is the same, but random waits make a cell depend on the later of two random neighbours. This delay bends the front inward. The shape therefore depends on the waiting-time distribution, and the square-root law must not be carried over to other distributions on the strength of the mean alone.

### Comparison with simulation

The mean filling times approach the law from below, as the upper bound requires. Deficits are relative to the law. The means for (1600,1600) and (1600,400) come from 20 and 40 samples. Their standard errors are about 6 and 4, or 0.1% of the law in each case.

| Cell | Simulated mean | Law | Deficit |
|---|---:|---:|---:|
| (100,100) | 379.8 | 400 | 5.05% |
| (1600,1600) | 6354.3 | 6400 | 0.71% |
| (1600,400) | 3551.4 | 3600 | 1.35% |

Sixty clusters were followed to \(t=400\). Row 100 has mean length 109.7, against \((20-10)^2=100\), with a cluster-to-cluster spread of 5.5 cells. The mean area is 29,412 cells against \(400^2/6=26{,}667\), an excess of 10.3%. At \(t=100\) the excess is 27%, with a standard error of about 1 percentage point (0.3 at \(t=400\)), so the agreement improves with size but is not yet close at these times.

The largest deviation of a mean row length, divided by \(t\), falls from 0.198 to 0.104, with sampling errors of about 0.013 and 0.006. It occurs in the first row, which shows why the decrease is slow. Its length is a Poisson variable of mean \(t\), whereas the curve at \(y=1\) gives \((\sqrt t-1)^2\). The relative difference \((2\sqrt t-1)/t\) is 0.19 at \(t=100\) and 0.098 at \(t=400\), and it vanishes as \(t\to\infty\).

Clusters were also grown event by event, choosing among the available cells without using the recursion. At \(t=100\) their mean area is 2105 cells, against 2121 from the recursion; the standard error of the difference is 26. The full numerical output follows this text.

### Etching a silicon layer

The scaled time is \(t=10\times40=400\). The law gives a reach of \(400\times0.4=160\) nm along each edge, a diagonal depth of \(100\times0.4=40\) nm along each axis, and an area of \(26{,}667\times0.16\approx4270\) nm\(^2\). The simulated depth is 41.8 nm, with a spread of 1.1 nm between clusters. The simulated mean area of 29,412 cells corresponds to about 4710 nm\(^2\), so at this size the law underestimates the area by about a tenth.

The model forbids removal from a straight step, where a cell has one open side. In a \(t\times t\) square, each row and each column has one exposed face while the front stays inside, making \(2t\) faces. The roughly \(s/3\) available cells at time \(s\) use two faces each. The total exposure of one-sided cells is then
\[
\int_0^t\left(2t-\frac{2s}{3}\right)ds=\frac53t^2=266{,}667,
\]
against 261,173 in simulation. Assume that such removal has the same prefactor as kink removal and an extra barrier of 0.40 eV. With \(kT=0.02585\) eV, the expected number of unwanted events is \(266{,}667\,e^{-0.40/0.02585}\approx0.05\). One event is expected at a barrier of \(kT\ln266{,}667=0.32\) eV. For terrace pits, an assumed extra barrier of 0.80 eV gives at most \(t^3e^{-0.80/kT}\approx2\times10^{-6}\) events in this square. Longer edges raise the first count and larger terraces the second: with edges of 10 µm, about 4 straight-step events would be expected in the same time.

In the small square, and with these assumed barriers, a small error in temperature matters more. With an assumed activation energy of 0.50 eV, a rise of 1 K increases the rate, and hence the depth at fixed time, by 6.6%, or about 2.7 nm.

Some fluoride solutions do etch silicon (111) mainly by step flow. The cell size is close to the 0.384 nm spacing of surface atoms on that face, but the true surface cell has an area of 0.128 nm\(^2\), not 0.16 nm\(^2\). The rate, the barriers and the activation energy are assumptions, not silicon data. At 300 K the two barriers mean rates of \(2\times10^{-7}\) and \(4\times10^{-14}\) of the kink rate, and real etchants can be far less selective: a terrace rate of \(10^{-7}\) of the kink rate would raise the bound on pits in this square to about 6. The step barrier, the edge length and the etching time together decide whether removal from straight steps may be ignored. If straight steps were removed at \(10^{-3}\) of the kink rate, the \(2\times400\) faces exposed at the start would give about 0.8 unwanted events per mean wait. The expected count would reach one at \(t\approx1.25\), after about 0.13 s, and the total exposure found above would give about 270 events by 40 s. This figure is somewhat high, by roughly a tenth, because each notch opens new kinks and so reduces the one-sided exposure. A layer free of such events could then not be expected. This count does not say how much the diagonal depth or the area would change, and those changes are not calculated here. The real surface lattice is not square (steps on silicon (111) are bilayers 0.314 nm high with two atoms per surface cell, and low-index steps meet at 60° or 120°, not 90°), and redeposition is also left out; neither effect is estimated here.

## Numbers as computed

```
joint transform of increments, integrated: 0.118259
joint transform of increments, product law: 0.118259
stationary model: size 320 cells, rho 0.6
  mean time simulated 1334.3, formula 1333.3 mean waits
  correlation of neighbouring vertical steps: -0.0027
  mean exit point / size: 0.558, formula 0.556
  rho 0.5, mean |exit|/size: 0.400 (40), 0.248 (320)
mean G(2,2): 3.500, upper bound 8.000 mean waits
G(100,100): mean 379.8, limit law 400.0, deficit 5.05 %
G(400,400): mean 1568.9, limit law 1600.0, deficit 1.94 %
G(1600,1600): mean 6354.3, limit law 6400.0, deficit 0.71 %
G(100,25): mean 207.6, limit law 225.0, deficit 7.73 %
G(400,100): mean 870.7, limit law 900.0, deficit 3.26 %
G(1600,400): mean 3551.4, limit law 3600.0, deficit 1.35 %
t=100: mean area 2121, t^2/6 = 1667 cells, excess 27.3 %
  largest row-length deviation / t: 0.1980
t=400: mean area 29412, t^2/6 = 26667 cells, excess 10.3 %
  largest row-length deviation / t: 0.1037
clusters averaged: 60; row lengths at t=400:
  row 25: mean 241.8, spread 9.1, law 225.0 cells
  row 100: mean 109.7, spread 5.5, law 100.0 cells
  row 225: mean 30.8, spread 2.7, law 25.0 cells
available cells: mean 140.6, t/3 = 133.3
one-side exposure: 261173, 5t^2/3 = 266667 cell waits
event-by-event area, t=100: 2105 cells; standard error of difference 26
fixed unit waits, t=400: area 80200 cells
cell 0.4 nm, kink rate 10.0 1/s, time 40.0 s, T 300.0 K
kT = 0.02585 eV; scaled time t = 400
edge reach 160.0 nm; etched area 4267 nm^2
diagonal depth per axis: law 40.0 nm, simulated 41.8 nm
cluster-to-cluster spread of that depth: 1.06 nm
assumed extra barriers: step 0.4 eV, terrace 0.8 eV
expected straight-step events: 0.051
upper bound on expected terrace pits: 2.3e-06
step barrier for one expected event: 0.323 eV
assumed activation energy 0.5 eV: depth change per +1 K 6.6 %
```
